# Moving an Objective Lens Axis with a Transverse Dipole Field, part 1

(Sections cited here and not found follow in the second part.)

## The displaced lens: field, trajectories and image

An electron-beam writer must place its focused spot at many points of a wafer. If the beam is shifted off the axis of a fixed objective lens and enters parallel to that axis, the lens bends the whole beam back across its axis. In the 50 keV example treated below, a beam that enters parallel to the axis but 0.25 mm from it reaches the wafer tilted by 8.2 mrad. A wafer that lies 10 µm too high or too low then receives the pattern about \(8.2\times10^{-3}\times10\ \mu\text{m}=82\) nm out of place. The off-axis passage also adds coma, a one-sided smear of the spot. With a fixed lens the pre-deflectors can choose the slope at which the beam enters. One slope makes the landing perpendicular but leaves the coma, and another cancels the coma but leaves a tilt. Both faults would disappear together if the lens could follow the beam. Its iron and windings cannot move at writing speed, but its field can be changed so that the optical axis moves.

**Statement.** Let a round magnetic lens have the field \(B(z)\) along its axis, and let \(d\) be the wanted displacement of that axis in the \(x\) direction. Add a transverse dipole field whose value on the old axis is

\[
D(z)=\frac d2\,\frac{dB}{dz},
\tag{1}
\]

directed along \(+x\) where \(D>0\). To first order in \(d\), the total field is that of the same lens displaced by \(d\).

The statement has conditions. The region containing the beam, the old axis and the new axis must be free of currents and magnetic material. The lens and dipole fields must add, so any iron nearby must respond linearly. The added field must be a pure dipole, whose potential varies with azimuth as \(x/r\) and contains no higher harmonic. The shift must be small compared with the length over which the lens field varies. The fields are treated as constant during one electron's flight. The source does not move with the lens, and this affects where the beam lands.

### The field of a round lens near its axis

Gaussian units are used. In a region without currents a static field has \(\nabla\times\mathbf B=0\), so we may write \(\mathbf B=\nabla\Psi\). The condition \(\nabla\cdot\mathbf B=0\) then gives \(\nabla^2\Psi=0\). For a round lens \(\Psi\) depends on \(z\) and \(r^2=x^2+y^2\), and regularity on the axis permits the series

\[
\Psi_0=F(z)+a_1(z)r^2+a_2(z)r^4+\dots,\qquad F'=B.
\tag{2}
\]

A prime denotes \(d/dz\). The transverse Laplacian of \(r^{2n}\) is \(4n^2r^{2n-2}\). Setting the coefficient of each power of \(r\) in \(\nabla^2\Psi_0\) to zero gives

\[
4a_1+F''=0,\qquad 16a_2+a_1''=0,
\]

and hence \(a_1=-F''/4\) and \(a_2=F''''/64\).

Transverse vectors are conveniently written as complex numbers, \(w=x+iy\) and \(B_\perp=B_x+iB_y\). Since \((\partial_x+i\partial_y)r^2=2w\) and \((\partial_x+i\partial_y)r^4=4r^2w\), the field is

\[
B_\perp=-\frac w2B'+\frac{w|w|^2}{16}B'''+\dots,
\qquad
B_z=B-\frac{|w|^2}{4}B''+\dots .
\tag{3}
\]

The first term of \(B_\perp\) has a direct meaning. Where the axial field grows with \(z\), more flux must pass through a disc around the axis, and the lines that supply it run inward.

### The first-order change is a dipole field

A lens displaced by \(d\) along \(x\) has at the point \(x\) the field that the original lens has at \(x-d\). Taylor's theorem gives

\[
\mathbf B(x-d,y,z)=\mathbf B(x,y,z)-d\,\partial_x\mathbf B(x,y,z)+O(d^2).
\tag{4}
\]

The field to be added is therefore \(-d\,\partial_x\mathbf B\). Its potential is \(-d\,\partial_x\Psi_0\). From (2), with \(\partial_xr^2=2x\) and \(\partial_xr^4=4xr^2\),

\[
-d\,\partial_x\Psi_0
=-d\left(-\frac x2B'+\frac{xr^2}{16}B'''+\dots\right)
=\frac d2\,x\left(B'-\frac{r^2}{8}B'''+\dots\right).
\tag{5}
\]

On the old axis its gradient is \((d/2)B'\) along \(x\), which is (1).

It remains to show that the axial value fixes the rest of the dipole field. A dipole potential varies with azimuth as \(x/r\), so its regular form is

\[
\Psi_1=x\left[D(z)+c_1(z)r^2+c_2(z)r^4+\dots\right].
\]

The transverse Laplacian of \(xr^{2n}\) is \(4n(n+1)xr^{2n-2}\). Laplace's equation then demands \(8c_1+D''=0\), \(24c_2+c_1''=0\), and so on. Each coefficient follows from the one before, starting from \(D\). With \(D=(d/2)B'\) the first gives \(c_1=-(d/16)B'''\), in agreement with (5). A dipole field of the required azimuthal form and axial value is therefore the field \(-d\,\partial_x\mathbf B\), off the axis as well as on it. In particular it contains the axial component \(x(d/2)B''\), which the displaced lens needs.

A numerical test compared the sum of the two fields with the field of a displaced current ring, computed from the Biot-Savart law. The ring had a radius of 10 mm, and the point of comparison was \((x,y,z)=(1.3,0.7,3)\) mm. When \(d\) was doubled from 0.01 to 0.02 mm, the difference grew by a factor of 3.997. A remainder of second order should grow by a factor of 4.

Three properties of (1) are useful. First, the sign follows from (3): at \(x=d\) the lens supplies \(-(d/2)B'\), and the dipole cancels it. Second, if \(B\) vanishes at both ends then \(\int D\,dz=0\). The dipole consists of two opposed parts, one on each side of the lens centre when the profile has a single peak. Third, in a uniform field \(B'=0\) and no dipole is needed, because every line parallel to the field is equally good as an axis.

For a displacement in any transverse direction, let \(\delta=d_x+id_y\). The dipole on the old axis is then \(B_\perp=(\delta/2)B'\).

### The equation of motion

The electron has charge \(-e\), with \(e>0\), and mass \(m\). A magnetic field does no work, so the speed \(v\), the factor \(\gamma=(1-v^2/c^2)^{-1/2}\) and the momentum \(p=\gamma mv\) remain constant. The Lorentz force is

\[
\frac{d\mathbf p}{dt}=-\frac ec\,\mathbf v\times\mathbf B .
\tag{6}
\]

The transverse components of the vector product are \(v_yB_z-v_zB_y\) and \(v_zB_x-v_xB_z\). Multiply the second by \(i\) and add it to the first:

\[
(\mathbf v\times\mathbf B)_x+i(\mathbf v\times\mathbf B)_y
=-iB_z(v_x+iv_y)+iv_zB_\perp .
\]

Insert this in (6), and use \(d/dt=v_z\,d/dz\) and \((v_x+iv_y)/v_z=w'\). With \(P=(p_x+ip_y)/p\) and \(k=e/(pc)\),

\[
P'=ik\left(B_zw'-B_\perp\right).
\tag{7}
\]

This equation holds for any slope. For small slopes \(P\) equals \(w'\) up to terms of third order. The paraxial approximation keeps terms linear in \(w\), \(w'\) and \(\delta\). Then \(B_z\) may be replaced by \(B\), because its corrections multiply \(w'\) and are of higher order. The transverse field is \(B_\perp=-(w/2)B'+(\delta/2)B'\), so

\[
w''=ikBw'-ik\left(-\frac w2B'+\frac\delta2B'\right)
=ikBw'+\frac{ik}{2}B'(w-\delta).
\tag{8}
\]

Let \(u=w-\delta\) be the position measured from the new axis. Because \(\delta\) is constant, \(u'=w'\) and \(u''=w''\), and therefore

\[
u''=ikBu'+\frac{ik}{2}B'u .
\tag{9}
\]

This is the equation of the original lens with \(u\) in place of \(w\). The optical axis has moved by \(\delta\).

The converse also holds at this order. If the line \(w=\delta\) is to be a ray, then \(w'=w''=0\) along it, and (7) requires \(B_\perp=0\) there at every \(z\). With a dipole \(D\) this means \(-(\delta/2)B'+D=0\), which returns (1). A dipole of the right total strength but the wrong axial shape leaves a force on the central ray.

### Removing the rotation

The term with \(u'\) describes a rotation of the beam about the axis. Define the angle \(\theta\) by

\[
\theta'=\frac{kB}{2},\qquad \theta(z_o)=0,
\tag{10}
\]

where \(z_o\) is the object plane, and put \(u=ve^{i\theta}\). From here on \(v\) denotes this position in the rotating frame, not the speed. Two differentiations give

\[
u'=(v'+i\theta'v)e^{i\theta},
\]
\[
u''=(v''+2i\theta'v'+i\theta''v-\theta'^2v)e^{i\theta}.
\]

In (9), \(ikB=2i\theta'\) and \((ik/2)B'=i\theta''\). Its right side becomes

\[
\left[2i\theta'(v'+i\theta'v)+i\theta''v\right]e^{i\theta}
=\left(2i\theta'v'-2\theta'^2v+i\theta''v\right)e^{i\theta}.
\]

The terms in \(v'\) and \(\theta''\) cancel between the two sides, which leaves

\[
v''+\left(\frac{kB}{2}\right)^2v=0 .
\tag{11}
\]

The coefficient of \(v\) is never negative, so the lens focuses whatever the sign of \(B\).

Let \(g\) and \(h\) be the solutions of (11) that start from \(g=1,\ g'=0\) and from \(h=0,\ h'=1\) at \(z_o\). A general ray is \(v=v_og+v_o'h\). The image plane \(z_i\) is the next plane where \(h=0\), so the starting slope has no influence on the position there. With the magnification \(M=g(z_i)\) and the total rotation \(\chi=\theta(z_i)\), we have \(u_i=Me^{i\chi}u_o\). In the fixed coordinates this reads

\[
w_i=\delta+Me^{i\chi}(w_o-\delta).
\tag{12}
\]

The displaced lens forms its image about the displaced axis.

### What has to move with the lens

Equation (12) separates three cases.

If pre-deflectors move the beam so that it appears to come from \(w_o=\delta\), the spot lands at \(w_i=\delta\). If the central ray is also parallel to the axis, then \(u=0\) all the way down. The ray goes straight through and lands at right angles to the wafer.

If the source stays on the old axis, \(w_o=0\), the spot lands at

\[
w_i=\delta\left(1-Me^{i\chi}\right).
\tag{13}
\]

The lens axis has still moved by \(\delta\), but the spot has not moved by that amount. A ray that starts along the old axis is off-centre in the displaced lens, and in general it lands with a tilt. In the limit \(M\to0\), which corresponds to a very distant source, (13) tends to \(\delta\). The landing position is then right without pre-deflection, but the tilt remains.

If the beam is moved and the dipole is left off, \(w_i=Me^{i\chi}\delta\).

The imaging law (12) was tested by integrating (7) in the full three-dimensional field. The lens was that of the example below. Two displacements of about 0.01 mm in different directions were each combined with three object points, and the rays started with a slope of 0.1 mrad. The largest departure from (12) was \(9.1\times10^{-7}\) of the displacement.

## What first order leaves out, and a 50 keV example

The symbols carried over are these. The lens has axial field \(B(z)\), and the added dipole is \((\delta/2)B'\) on the old axis. Position is \(w=x+iy\), and \(u=w-\delta\) is measured from the new axis. The electron enters through \(k=e/(pc)\). The rotation angle obeys \(\theta'=kB/2\), and \(v=ue^{-i\theta}\) obeys (11). The solution \(h\) vanishes at the object and image planes and has unit slope at the object. The image obeys (12), with magnification \(M\) and rotation \(\chi\). The displacement is now taken along \(x\), so \(\delta=d\) is real.

### The remaining field

Let \(\mathbf B\) without arguments denote the original lens field, evaluated at the position measured from the new axis. The lens and the dipole together give

\[
\mathbf B(x)-d\,\partial_x\mathbf B(x),\qquad x=u_x+d .
\]

Expand both terms about \(u_x\). The lens contributes \(\mathbf B+d\,\partial_x\mathbf B+\tfrac12d^2\partial_x^2\mathbf B+\tfrac16d^3\partial_x^3\mathbf B\). The dipole contributes \(-d\,\partial_x\mathbf B-d^2\partial_x^2\mathbf B-\tfrac12d^3\partial_x^3\mathbf B\). Their sum is

\[
\mathbf B-\frac{d^2}{2}\partial_x^2\mathbf B-\frac{d^3}{3}\partial_x^3\mathbf B+O(d^4).
\tag{14}
\]

The first term is the ideal displaced lens, and the others are errors.

To evaluate them, use (3) with \(u\) in place of \(w\), and write \(|u|^2=u\bar u\). Since \(\partial_xu=\partial_x\bar u=1\), the cubic term is differentiated as follows:

\[
\partial_x(u^2\bar u)=2u\bar u+u^2,\quad
\partial_x^2(u^2\bar u)=4u+2\bar u,\quad
\partial_x^3(u^2\bar u)=6 .
\]

The term \(-(u/2)B'\) has no second derivative with respect to \(x\), and \(\partial_x^2|u|^2=2\). Keeping terms up to first order in \(u\) at order \(d^2\), and the value at \(u=0\) at order \(d^3\), we find the errors

\[
\Delta B_z=\frac{d^2}{4}B'',\qquad
\Delta B_\perp=-\frac{d^2}{16}(2u+\bar u)B'''-\frac{d^3}{8}B''' .
\tag{15}
\]

Put these into (7) for small slopes and define \(\tilde B=B+d^2B''/4\). The part of \(\Delta B_\perp\) proportional to \(u\) contributes \((ik/8)d^2B'''u\), which is what turns \(B'\) into \(\tilde B'\). The result is

\[
u''=ik\tilde Bu'+\frac{ik}{2}\tilde B'u
+\frac{ikd^2}{16}B'''\bar u+\frac{ikd^3}{8}B''' .
\tag{16}
\]

The first two terms describe a round lens of slightly different strength, which causes defocus. The term in \(\bar u\) acts differently on rays in different azimuths and causes astigmatism. The last term pushes the central ray off the new axis.

The sign of the defocus can be found for a thin lens. Across such a lens \(v\) is nearly constant, and (11) changes \(v'\) by \(-v/f\) with \(1/f=(k^2/4)\int B^2dz\). To order \(d^2\),

\[
\int\tilde B^2dz=\int B^2dz+\frac{d^2}{2}\int BB''dz
=\int B^2dz-\frac{d^2}{2}\int B'^2dz ,
\tag{17}
\]

by partial integration with \(B\) vanishing at the ends. The displaced lens is weaker, so its focus lies beyond the wafer.

To first order in the shift, the added dipole moves the lens axis; the higher-order field leaves defocus and astigmatism that grow as \(d^2\), and a push on the central ray that grows as \(d^3\). What remains is to treat coma and the landing errors from unwanted fields, and to put numbers to all of these in the 50 keV example.
